\section*{Edge Bands and Edge Magnetism of a Zigzag Graphene Ribbon}

\section{Problem}

A graphene ribbon consists of $N$ zigzag chains and is periodic along its edges with period $a$. Chain $n$ contains the sites $A_n$ and $B_n$. The outer rows are $A_1$ on the left edge and $B_N$ on the right edge, and successive chains are $\sqrt3a/2$ apart. There is one orbital per site and, on average, one electron per site. The Hamiltonian is
\begin{equation}
H=-t\sum_{\langle ij\rangle,s}c^\dagger_{is}c_{js}
+U\sum_i\left(n_{i\uparrow}-\tfrac12\right)\left(n_{i\downarrow}-\tfrac12\right),
\qquad t,U>0,
\end{equation}
where the first sum runs over ordered nearest-neighbour pairs. Let $k\in(-\pi,\pi]$ be the wave number along the edge times $a$.

(a) For $U=0$ and a semi-infinite sheet, at which $k$ is there a zero-energy edge state, and how fast does it decay?

(b) For $U>0$, treat the ribbon in mean field. How are the moments of the two edges oriented relative to each other, and is the ribbon a metal or an insulator?

(c) Is the answer compatible with Lieb's theorem? Give numbers for $N=8$, $a=0.246$ nm and $t=U=2.7$ eV.

\section{A tempting solution}

\subsection{The edge state}

Each $A_n$ has two neighbours $B_n$, displaced by $\pm a/2$ along the edge. Their Bloch phases add to $e^{ik/2}+e^{-ik/2}=g$, with
\begin{equation}
g=2\cos(k/2)\ge0 .
\end{equation}
The third neighbour, $B_{n-1}$, has no displacement along the edge. With amplitudes $\alpha_n$ on $A_n$ and $\beta_n$ on $B_n$,
\begin{align}
E\alpha_n&=-t(g\beta_n+\beta_{n-1}),\label{ea}\\
E\beta_n&=-t(g\alpha_n+\alpha_{n+1}),\label{eb}
\end{align}
and $\beta_0=0$ because the lattice ends there. At $E=0$, Eq.~(\ref{ea}) makes every $\beta_n$ vanish: for $g\ne0$ by recursion from $\beta_0=0$, and for $g=0$ directly. Equation~(\ref{eb}) gives
\begin{equation}
\alpha_n=(-g)^{n-1}\alpha_1 .
\end{equation}
The norm is $|\alpha_1|^2\sum_{n\ge1}g^{2(n-1)}=|\alpha_1|^2/(1-g^2)$ if $g<1$, and diverges otherwise. Thus $\cos(k/2)<1/2$, or
\begin{equation}
\frac{2\pi}{3}<|k|\le\pi,\qquad |\alpha_1|^2=1-g^2. \label{range}
\end{equation}
Setting $g^{n-1}=e^{-y/\xi}$ at depth $y=(n-1)\sqrt3a/2$ gives the amplitude decay length
\begin{equation}
\xi=-\frac{\sqrt3\,a}{2\ln g}. \label{xi}
\end{equation}

\subsection{The magnetic state}

A ribbon has two such edges, hence two flat bands over one third of the zone. At half filling they hold two electrons per $k$. Repulsion in a flat band favours parallel spins, since alignment costs no kinetic energy. All these electrons therefore align, on both edges. The moment is $2\times\frac13=\frac23\,\mu_B$ per cell, the occupied and empty spin states are split at every $k$, and the ribbon is a ferromagnetic insulator.

\section{Where it fails}

Part (a) is correct. The first fault in the magnetic argument is the step from one edge to two. Electrons on the same edge share sites, so the on-site repulsion distinguishes their relative spin. The left edge state lives on $A$ sites and the right one on $B$ sites. They share no site, and within the strictly flat bands the interaction has no preference for their relative orientation.

The second fault is that the preference must then come from what the argument left out: the hopping between the edges, which it set to zero, and the response of the other bands. The hopping is not small throughout the range (\ref{range}): near $2\pi/3$ the decay length diverges and each edge state spreads across the whole ribbon, still on its own sublattice. The claimed gap for parallel edges fails there too.

The result also conflicts with Lieb's theorem. For a finite, connected, bipartite Hubbard model with real hopping, $U>0$ and half filling, the ground-state spin is $|N_A-N_B|/2$, where $N_A$ and $N_B$ count the sites of each sublattice. Here $N_A=N_B$, so it is zero, whereas the tempting state has a spin proportional to the ribbon's length.

\section{Correct solution}

\subsection{Hopping between the edges}

In the finite ribbon $\alpha_{N+1}=0$ as well as $\beta_0=0$. Try
\begin{equation}
\alpha_n=(-1)^{n-1}\sinh[(N+1-n)\eta],\quad
\beta_n=p(-1)^{N-n}\sinh(n\eta),
\end{equation}
with $p=\pm1$. Both end conditions hold. Equation~(\ref{eb}) at $n=0$ would read $g\alpha_0+\alpha_1=0$; imposing this as the condition on $\eta$ gives
\begin{equation}
g=\frac{\sinh N\eta}{\sinh(N+1)\eta}. \label{eta}
\end{equation}
For general $n$ we then need
\begin{align}
&\sinh N\eta\,\sinh(N+1-n)\eta-\sinh(N-n)\eta\,\sinh(N+1)\eta\nonumber\\
&\quad=\tfrac12[\cosh(n+1)\eta-\cosh(n-1)\eta]
=\sinh n\eta\,\sinh\eta ,
\end{align}
where each product was written as half a difference of hyperbolic cosines. Hence the right side of Eq.~(\ref{eb}) is proportional to $\beta_n$. Equation~(\ref{ea}) follows by the mirror operation $A_n\leftrightarrow B_{N+1-n}$. The energies are $\pm\tau_k$, with
\begin{equation}
\tau_k=t\,\frac{\sinh\eta}{\sinh(N+1)\eta}\simeq t(1-g^2)g^N . \label{tau}
\end{equation}
The last form holds for $N\eta\gg1$, when Eq.~(\ref{eta}) gives $e^{-\eta}\simeq g$.

The right side of Eq.~(\ref{eta}) falls from $N/(N+1)$ at $\eta=0$ to zero, so localization in a finite ribbon requires $g<N/(N+1)$. At that threshold $\tau=t/(N+1)$. For $N=8$ this is $0.30$ eV at $k=0.707\pi$, which is far from flat. At $k=0.8\pi$, where $g=0.618$, the approximate formula gives
\begin{equation}
\tau\simeq2700\times0.618\times0.618^8\ \text{meV}\approx35.5\ \text{meV},
\end{equation}
against $35.6$ meV from diagonalization.

\subsection{Mean-field equations}

Let $m_i=\langle n_{i\uparrow}-n_{i\downarrow}\rangle$ and $\langle n_{is}\rangle=\frac12+sm_i/2$, with $s=\pm1$. Replacing $XY$ by $X\langle Y\rangle+\langle X\rangle Y-\langle X\rangle\langle Y\rangle$ in the interaction gives
\begin{equation}
-\frac{Um_i}{2}(n_{i\uparrow}-n_{i\downarrow})+\frac{Um_i^2}{4}. \label{mf}
\end{equation}
Spin $s$ thus sees the potential $-sUm_i/2$.

The assumed density of one electron per site is consistent. Let $P$ be $+1$ on $A$ and $-1$ on $B$. It reverses the sign of the hopping matrix $h_0$ and leaves the potential alone, so $Ph_sP=-h_{-s}$. Each spin-down state below zero is the partner, with the same site weights, of a spin-up state above zero. Filling the negative levels therefore gives $\langle n_{i\uparrow}\rangle+\langle n_{i\downarrow}\rangle=1$ by completeness.

\subsection{Two edge orbitals}

The normalized $A$ and $B$ parts of the states at $\pm\tau_k$ define a left orbital $L$ and a right orbital $R$, coupled by $\tau_k$. Their phases can be chosen to make the coupling positive. With $\phi_n$ the amplitudes of $L$, its exchange energy is
\begin{equation}
\Delta_k=\frac U2\sum_n m_{A_n}|\phi_n|^2 .
\end{equation}
The site-diagonal potential cannot couple $L$ to $R$. For opposite edge moments of equal size, spin $s$ has the matrix
\begin{equation}
\begin{pmatrix}-s\Delta_k&\tau_k\\ \tau_k&s\Delta_k\end{pmatrix},
\qquad E=\pm\sqrt{\Delta_k^2+\tau_k^2}. \label{afband}
\end{equation}
For parallel moments both diagonal elements are $-s\Delta_k$, and
\begin{equation}
E=-s\Delta_k\pm\tau_k . \label{fmband}
\end{equation}

Two electrons fill these four levels. Opposite edges give $-2\sqrt{\Delta^2+\tau^2}$. Parallel edges give $-2\Delta$ if $\tau<\Delta$ (both spins up), and $(-\Delta-\tau)+(\Delta-\tau)=-2\tau$ if $\tau>\Delta$. At equal moments the constants in Eq.~(\ref{mf}) cancel, and opposite edges are lower by
\begin{equation}
2\left[\sqrt{\Delta^2+\tau^2}-\max(\Delta,\tau)\right]>0 \label{gain}
\end{equation}
per $k$, for nonzero $\Delta$ and $\tau$. For $\tau\ll\Delta$ this is $\tau^2/\Delta$: an electron can lower its energy by virtual hopping to the other edge only if the state of its own spin there is empty.

A canted arrangement does no better in this two-orbital model. If unit vectors $\mathbf u,\mathbf v$ give the moment directions, at angle $\theta$, then
\begin{equation}
h=-\Delta(\mathbf u\cdot\boldsymbol\sigma P_L+\mathbf v\cdot\boldsymbol\sigma P_R)+\tau X,
\end{equation}
where $P_L,P_R$ project on the orbitals and $X$ exchanges them. Since $P_LX+XP_L=X$, and likewise for $P_R$,
\begin{equation}
h^2=\Delta^2+\tau^2-\Delta\tau(\mathbf u+\mathbf v)\cdot\boldsymbol\sigma X .
\end{equation}
As $|\mathbf u+\mathbf v|=2\cos(\theta/2)$, the levels obey $E^2=\Delta^2+\tau^2\pm2\Delta\tau\cos(\theta/2)$. They come in pairs $\pm E$, because time reversal combined with a sign change of $R$ maps $h$ to $-h$. The filled energy is minus the sum of the two square roots. The square root is concave, so this sum is largest when the two arguments are equal, at $\theta=\pi$.

\subsection{Why weak repulsion suffices}

Take an infinitely long ribbon and a trial field with moments $\pm M$ on the outer rows alone. With $q=\pi-k$, $g\simeq q$ and $\tau\simeq tq^N$ near the zone boundary, while $\Delta\simeq UM/2$. Relative to the nonmagnetic state, each $k$ gains $2(\sqrt{\Delta^2+\tau^2}-\tau)$. This is at least $2(\sqrt2-1)\Delta$ wherever $\tau<\Delta$, that is, for $q<(\Delta/t)^{1/N}$. The gain per cell is therefore at least of order $\Delta(\Delta/t)^{1/N}$, proportional to $M^{1+1/N}$. The cost from Eq.~(\ref{mf}) is $UM^2/2$. For $N>1$ the gain wins at small $M$, for any $U>0$. For $N=1$ the region $\tau>\Delta$ contributes $\int dq\,\Delta^2/(tq)$, whose logarithm again beats the cost.

This comparison is variational. Filled bulk states may be kept unchanged, since their first-order shifts cancel between the spins. If the trial field $m_i$ produces moments $m_i'$, the energy used exceeds the true expectation value by $U\sum_i(m_i-m_i')^2/4\ge0$.

In a wide ribbon at weak coupling, with $\tau_k\ll\Delta_k\ll t$ over almost all of the range (\ref{range}), one spin fills each edge orbital. The outer-row moment is then the zone average of $1-g^2=-1-2\cos k$:
\begin{equation}
m_{A_1}\to\frac1\pi\int_{2\pi/3}^{\pi}(-1-2\cos k)\,dk
=\frac{\sqrt3}{\pi}-\frac13\approx0.218 .
\end{equation}
A self-consistent calculation with $N=20$ and $U=0.1t$ gives $0.212$ at zero temperature; the $4$ meV level broadening used in the numerical output lowers it to $0.210$. Two corrections of opposite sign enter: at fixed width the moment rises with $U$, and at fixed $U$ it rises with width. For $U=0.1t$ and $N=40$ it is $0.220$, above the limit; for $U=0.02t$ it is $0.200$ at $N=20$ and $0.213$ at $N=40$.

\subsection{The gap}

Suppose the self-consistent moments are positive on every $A$ site and negative on every $B$ site, as found below. For spin up write $D_A=Um_A/2$ and $D_B=U|m_B|/2$, both positive diagonal matrices, and let $K$ be the hopping block from $B$ to $A$:
\begin{equation}
-D_A\alpha+K\beta=E\alpha,\qquad K^\dagger\alpha+D_B\beta=E\beta .
\end{equation}
Multiply by $\alpha^\dagger$ and $\beta^\dagger$. All other terms are real, so $\alpha^\dagger K\beta$ is real and equals $\beta^\dagger K^\dagger\alpha$. Subtracting the first equation from the second,
\begin{equation}
\alpha^\dagger D_A\alpha+\beta^\dagger D_B\beta=E(|\beta|^2-|\alpha|^2).
\end{equation}
For a normalized state the left side is at least $\frac U2\min_i|m_i|$, and the bracket on the right has magnitude at most one. Therefore
\begin{equation}
|E|\ge\frac U2\min_i|m_i|,\qquad E_{\rm gap}\ge U\min_i|m_i|. \label{bound}
\end{equation}
Spin down follows by exchanging the signs. The opposite-edge state is an insulator.

The parallel-edge state is not. By Eq.~(\ref{fmband}) its spin-up level $-\Delta+\tau$ lies below zero at $k=\pi$, where $\tau=0$, and rises through zero where $\tau=\Delta$.

\section{The ribbon with $N=8$}

The outer atom rows are $1.56$ nm apart. At $k=0.8\pi$, Eq.~(\ref{xi}) gives $\xi=0.213/0.481=0.443$ nm. The values at $0.7\pi$ and $0.9\pi$ are $2.21$ and $0.183$ nm. The first exceeds the ribbon width, so the semi-infinite edge state is no guide there. Near the end of the band, $k=2\pi/3+q$ gives $\ln g\simeq-\sqrt3q/2$ and $\xi\simeq a/q$.

The self-consistent opposite-edge solution has $m_{A_1}=0.266$ and $m_{B_8}=-0.266$ (in $\mu_B$). All $A$ moments are positive and all $B$ moments negative, with a smallest magnitude of $0.0103$. The bound (\ref{bound}) is thus $0.028$ eV. It proves that a gap exists but does not estimate its size, which is $0.44$ eV.

The two-orbital model explains the size. At $k=\pi$ the edge state sits on the outer row and $\tau=0$, so the splitting is $Um_{A_1}=2.7\times0.266=0.72$ eV. Away from $\pi$ the state spreads onto rows with smaller moments and $\Delta$ falls, while $\tau$ rises. At $0.8\pi$ the row weights $0.618,0.236,0.090,\ldots$ and the moments $0.266,0.054,0.022,\ldots$ give
\begin{equation}
\Delta\approx1.35\times0.180=0.243\ \text{eV},\quad
2\sqrt{0.243^2+0.036^2}\approx0.49\ \text{eV}.
\end{equation}
The minimum lies at $k=0.76\pi$. For $k>0.8\pi$, Eq.~(\ref{afband}) agrees with the full mean-field band energy within $0.7\%$.

The parallel-edge solution, with mirror symmetry imposed, lies $6.9$ meV per cell higher. The nonmagnetic state lies $68$ meV above the opposite-edge one. Forming moments thus matters about ten times more than their relative orientation. Averaging Eq.~(\ref{gain}) over the zone, with the opposite-edge moments held fixed in both states, gives $9.8$ meV. This estimate has the right sign and scale only: $3.7$ meV of it comes from $k<0.707\pi$, where the two states are not localized at the edges. Keeping all bands, with the moments on the right half of the ribbon reversed and frozen, gives $7.3$ meV, and relaxing the parallel moments lowers this to $6.9$ meV.

The parallel state carries about $0.515\,\mu_B$ per cell, not the tempting $2/3$; level broadening and mesh change this by about $0.002\,\mu_B$. It has two more up than down electrons at each $|k|>k_F$, so $2(1-k_F/\pi)\approx0.515$ and its bands cross zero near $k_F=0.74\pi$.

\section{What Lieb's theorem adds}

The opposite-edge determinant has total $S_z=0$, as a singlet must, but its fixed moments single out a direction and it is not a singlet. The exact ground state of a finite ribbon is a singlet and has $\langle\mathbf S_i\rangle=0$ on every site. The mean-field pattern should be read as a pattern of correlations. The theorem excludes a ground state with a net moment; it does not by itself establish the charge gap.

Exact diagonalization of a periodic eight-site ribbon ($N=2$, two cells, same $t$ and $U$) shows both the singlet ground state and the pattern of correlations. The lowest $S_z=1$ state lies $19.6$ meV above the ground state, which is therefore a singlet. In units of $\hbar^2$, $\langle S^z_iS^z_j\rangle$ is $+0.038$ for two sites on the same edge and $-0.073$ for sites on opposite edges. This cluster has only $k=0$ and $\pi$, hence a single edge orbital per edge, and the values are already $+0.032$ and $-0.065$ at $U=0.1t$; it confirms the signs but does not test the alignment of several flat-band electrons on one edge. In a star of one central and three outer sites the sublattices are unbalanced. Its lowest $S_z=0$ and $S_z=1$ energies coincide and the $S_z=2$ energy is higher, so its spin is one, equal to $|1-3|/2$.

\section{Relation to real ribbons}

The values of $a$, $t$ and $U$ are rough typical ones for graphene, with $U$ an effective on-site repulsion and the least certain of the three. For $N=8$ the mean-field gap is $0.35$ eV at $U=0.8t$, $0.59$ eV at $U=1.3t$ and $0.77$ eV at $U=1.6t$. Second-neighbour hopping $-t'$, with roughly $t'=0.1$ eV, breaks the bipartite symmetry and takes the model outside Lieb's theorem. On the $A$ sublattice $h_0^2/t^2=Z+T$, where $Z$ is the number of nearest neighbours and $T$ the sum over second neighbours. In a zero mode $\langle T\rangle=-\langle Z\rangle=-(3-|\alpha_1|^2)=-(2+g^2)$, so the edge band moves to $t'(2+g^2)$. It disperses by $0.1$ eV, from $0.2$ eV at $k=\pi$ to $0.3$ eV at $2\pi/3$. Both edges shift equally at each $k$, which leaves the direct splitting unchanged to first order. The dispersion makes the self-consistent gap slightly indirect, but lowers it by less than $2$ meV. The loss grows roughly as $t'^2$ and reaches about $16$ meV for $t'=0.3$ eV.

Temperature is more serious for the magnetic order. At $300$ K, $k_BT=25.9$ meV. The gap is $17$ times larger, but the energy favouring opposite edges is only $0.27\,k_BT$ per cell, although it adds up over the cells of a correlated segment. Spin fluctuations also prevent true long-range order in a long isolated ribbon at nonzero temperature, so the static mean-field moments can at best describe finite correlated segments. Width matters as well: with $t$ and $U$ held fixed, the gap falls to about $0.275$ eV at $N=16$ (the coarser 60-point mesh of the numerical output gives $0.277$ eV).

Real edges have roughness, attached atoms and unintended doping, and the long-range Coulomb interaction is absent here. These effects have not been sized, so $0.44$ eV is a mean-field result for an ideal ribbon and not a predicted transport gap. The numerical output lists the full moment profile and the remaining values.

\section*{Table of computed values}
\begin{verbatim}
t = 2.70 eV, U = 2.70 eV, a = 0.246 nm, N = 8
width between outer atom rows = 1.562 nm
k = 0.70 pi: g = 0.9080, amplitude decay length = 2.2070 nm, edge-row weight = 0.1756
k = 0.80 pi: g = 0.6180, amplitude decay length = 0.4427 nm, edge-row weight = 0.6180
k = 0.90 pi: g = 0.3129, amplitude decay length = 0.1833 nm, edge-row weight = 0.9021
k = 0.60 pi, N = 120: lowest positive energy = 0.4796 eV
tau at 0.80 pi: exact = 35.594 meV, leading formula = 35.520 meV
finite-ribbon localization threshold k = 0.7068 pi
opposite-edge moments on A rows (mu_B): 0.2659 0.0542 0.0224 0.0129 0.0103 0.0118 0.0192 0.0406
opposite-edge moments on B rows (mu_B): -0.0406 -0.0192 -0.0118 -0.0103 -0.0129 -0.0224 -0.0542 -0.2659
gap of opposite-edge state = 0.4411 eV
rigorous lower bound U min|m| = 0.0277 eV
smallest direct gap at k = 0.762 pi
edge splitting at k = pi: 0.7179 eV
parallel-edge state: edge moment = 0.2578 mu_B, total = 0.5159 mu_B per cell
E(parallel) - E(opposite) = 6.88 meV per cell
same difference, finer parallel mesh = 6.90 meV per cell
E(nonmagnetic) - E(opposite) = 68.42 meV per cell
two-orbital band error for k > 0.8 pi: opposite 0.69 %, parallel 0.59 %
two-orbital frozen-moment energy gain = 9.83 meV per cell
U = 0.1 t, N = 20: edge moment = 0.2102 mu_B; flat-band limit = 0.2180 mu_B
N = 16: gap = 0.2768 eV
8-site exact ribbon: E(Sz=1)-E(Sz=0) = 19.599 meV
8-site <Sz Sz>: same edge = 0.03781, opposite edges = -0.07348 (hbar^2)
4-site star: E(Sz=0) = -7.6902, E(Sz=1) = -7.6902, E(Sz=2) = 0.0000 eV
t2 = 0.10 eV: first-order edge-band energies at k = pi and 2pi/3: 0.20, 0.30 eV
with t2: gap = 0.4399 eV, edge moment = 0.2659 mu_B
kT at 300 K = 25.85 meV; gap/kT = 17.06; inter-edge difference/kT = 0.266
\end{verbatim}
